# Silicon bands from three pseudopotential form factors: test program

```python
# Result under test: with the local form factors V3, V8, V11 (Ry) the silicon
# pseudopotential bands have their conduction minimum near x = 0.85 on the line
# Gamma-X, k = (x,0,0), and a vertical gap near 3.4 eV at Gamma.
# Symbols: a = cubic lattice constant; wave vectors in units of 2 pi/a;
# T = (2 pi a0/a)^2 in Ry = kinetic energy of a wave vector of length 1;
# G = reciprocal lattice vectors; atoms at +tau and -tau, tau = a(1,1,1)/8.
# The mean potential is the zero of energy.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

BOHR = physical_constants["Bohr radius"][0]
RY = physical_constants["Rydberg constant times hc in eV"][0]
A_LAT = 5.43e-10
T = (2 * np.pi * BOHR / A_LAT) ** 2
FORM = {3: -0.21, 8: 0.04, 11: 0.08}
V3, V8, V11 = FORM[3], FORM[8], FORM[11]
CUT = 40.0                       # plane waves with |k+G|^2 <= CUT

n = np.arange(-10, 11)
ALL_G = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
ALL_G = ALL_G[((ALL_G - ALL_G[:, :1]) % 2 == 0).all(axis=1)]


def basis(center, cutoff):
    length2 = ((ALL_G + np.array(center)) ** 2).sum(axis=1)
    return ALL_G[length2 <= cutoff + 1e-9]


def potential(G, form=FORM):
    diff = G[:, None, :] - G[None, :, :]
    length2 = (diff ** 2).sum(axis=2)
    structure = np.cos(np.pi / 4 * diff.sum(axis=2))
    V = np.zeros(length2.shape)
    for shell, value in form.items():
        V += (length2 == shell) * value * structure
    return V


def hamiltonian(k, G, V):
    return V + np.diag(T * ((G + np.array(k)) ** 2).sum(axis=1))


def levels(k, cutoff=CUT):
    """Band energies in eV, basis centred on k."""
    G = basis(k, cutoff)
    return RY * np.linalg.eigvalsh(hamiltonian(k, G, potential(G)))


def realspace_levels(k, points=9):
    """Band energies in eV on a real-space grid; potential summed over atoms."""
    cell = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    recip = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    i = np.arange(points)
    idx = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
    r = idx @ cell / points
    G = (idx - points // 2) @ recip
    V = np.zeros(len(r))
    for atom in (np.full(3, 0.125), np.full(3, -0.125)):
        for g in basis((0, 0, 0), 11):
            strength = FORM.get(int(g @ g), 0.0)
            V += 0.5 * strength * np.cos(2 * np.pi * (r - atom) @ g)
    F = np.exp(2j * np.pi * r @ G.T) / np.sqrt(len(r))
    kinetic = T * ((G + np.array(k)) ** 2).sum(axis=1)
    H = (F * kinetic) @ F.conj().T + np.diag(V)
    return RY * np.linalg.eigvalsh((H + H.conj().T) / 2)


def two_level(e1, e2, w):
    root = np.sqrt(((e1 - e2) / 2) ** 2 + w ** 2)
    return (e1 + e2) / 2 - root, (e1 + e2) / 2 + root


# ---- Gamma with 15 plane waves: closed forms against diagonalization
G15 = basis((0, 0, 0), 4)
assert len(G15) == 15
for form in (FORM, {3: 0.17, 8: -0.05, 11: 0.11}):
    f3, f8, f11 = form[3], form[8], form[11]
    even3 = two_level(3 * T - f8, 4 * T, np.sqrt(2) * (f3 - f11))
    odd1 = two_level(3 * T + 3 * f8, 4 * T + 4 * f8, np.sqrt(6) * (f3 + f11))
    even1 = two_level(0.0, 3 * T + 3 * f8, 2 * f3)
    closed = (list(even3) * 3 + list(odd1) + list(even1)
              + [3 * T - f8] * 3 + [4 * T - 2 * f8] * 2)
    direct = np.linalg.eigvalsh(hamiltonian((0, 0, 0), G15, potential(G15, form)))
    assert np.allclose(np.sort(closed), direct, atol=1e-10)
half = (T + V8) / 2
gap_hand = np.sqrt(half ** 2 + 2 * (V3 - V11) ** 2) - half


def gamma_levels(cutoff):
    """Size, valence top, odd conduction triplet and singlet at Gamma (eV)."""
    e = levels((0, 0, 0), cutoff)
    assert e[3] - e[1] < 1e-6
    if e[6] - e[4] < 1e-6:
        triplet, singlet = e[4], e[7]
    else:
        assert e[7] - e[5] < 1e-6
        triplet, singlet = e[5], e[4]
    return len(e), e[3], triplet, singlet


gamma_table = [gamma_levels(c) for c in (4, 8, 11, 20, CUT)]
assert abs(RY * gap_hand - (gamma_table[0][2] - gamma_table[0][1])) < 1e-8
size, top, g15, g2p = gamma_table[-1]
gap_gamma = g15 - top
finer = gamma_levels(60)
assert abs(finer[2] - finer[1] - gap_gamma) < 2e-3
assert g15 < g2p                 # the triplet is the lowest conduction level
assert abs(gap_gamma - 3.4) < 0.15

# parity about the bond centre: valence top even, the conduction levels odd
Gg = basis((0, 0, 0), CUT)
vec = np.linalg.eigh(hamiltonian((0, 0, 0), Gg, potential(Gg)))[1]
flip = (Gg[:, None, :] + Gg[None, :, :] == 0).all(axis=2).astype(float)
parity = [vec[:, b] @ flip @ vec[:, b] for b in range(8)]
assert np.allclose(parity, [1, 1, 1, 1, -1, -1, -1, -1], atol=1e-6)

# ---- Gamma-X with five plane waves: closed form against diagonalization
G5 = np.array([[0, 0, 0]] + [[-1, s, t] for s in (1, -1) for t in (1, -1)])
V5 = potential(G5)


def five_top(x):
    return np.linalg.eigvalsh(hamiltonian((x, 0, 0), G5, V5))[-1]


def half_split(x):
    return (T * (3 - 2 * x) + V8) / 2


def ratio(x):
    return half_split(x) / np.sqrt(half_split(x) ** 2 + 2 * V3 ** 2)


for x in (0.5, 0.7, 0.85, 1.0):
    formula = (T * (x ** 2 + (x - 1) ** 2 + 2) / 2 + V8 / 2
               + np.sqrt(half_split(x) ** 2 + 2 * V3 ** 2))
    assert abs(formula - five_top(x)) < 1e-10
x_hand = brentq(lambda x: 2 * x - 1 - ratio(x), 0.5, 1.0)
x_search = minimize_scalar(five_top, bounds=(0.5, 1.0), method="bounded",
                           options={"xatol": 1e-8}).x
assert abs(x_hand - x_search) < 1e-4
iterates = [1.0]
for _ in range(4):
    iterates.append((1 + ratio(iterates[-1])) / 2)

# ---- full basis on Gamma-X, one fixed set of G centred on X (smooth in x)
GX = basis((1, 0, 0), CUT)
VX = potential(GX)


def band(k, number):
    return RY * np.linalg.eigvalsh(hamiltonian(k, GX, VX))[number - 1]


def mean_qx(x):
    c = np.linalg.eigh(hamiltonian((x, 0, 0), GX, VX))[1][:, 4]
    return np.sum(c ** 2 * (x + GX[:, 0]))


x_min = brentq(mean_qx, 0.6, 0.98, xtol=1e-10)
x_energy = minimize_scalar(lambda x: band((x, 0, 0), 5), bounds=(0.6, 0.98),
                           method="bounded", options={"xatol": 1e-7}).x
assert abs(x_min - x_energy) < 1e-4
assert abs(x_min - 0.85) < 0.03
e_min = band((x_min, 0, 0), 5)
gap_indirect = e_min - top
assert 0 < gap_indirect < gap_gamma
for step in ((0, .02, 0), (0, .02, .02), (0, .02, -.02)):
    assert band(np.array([x_min, 0, 0]) + step, 5) > e_min + 1e-3

c_min = np.linalg.eigh(hamiltonian((x_min, 0, 0), GX, VX))[1][:, 4]
w_first = np.sum(c_min[(GX == 0).all(axis=1)] ** 2)
star = (GX[:, 0] == -1) & (abs(GX[:, 1]) == 1) & (abs(GX[:, 2]) == 1)
w_star = np.sum(c_min[star] ** 2)
q_first, q_star = w_first * x_min, w_star * (x_min - 1)
q_rest = mean_qx(x_min) - q_first - q_star

# ---- X: double levels and the linear slope of the conduction pair
eX, cX = np.linalg.eigh(hamiltonian((1, 0, 0), GX, VX))
assert np.allclose(eX[0:8:2], eX[1:8:2], atol=1e-9)
pair = cX[:, 4:6]
slopes = 2 * T * RY * np.linalg.eigvalsh(pair.T @ ((1 + GX[:, :1]) * pair))
d = 1e-3
slope_fd = (band((1 - d, 0, 0), 6) - band((1 - d, 0, 0), 5)) / (2 * d)
assert abs(slopes[0] + slopes[1]) < 1e-6 and slopes[1] > 0.1
assert abs(slope_fd / slopes[1] - 1) < 1e-3
rise_to_X = RY * eX[4] - e_min

# ---- independent real-space calculation at both decisive points
real_errors = []
for k in ((0, 0, 0), (x_min, 0, 0)):
    real_errors.append(np.max(abs(realspace_levels(k)[:8] - levels(k)[:8])))
assert max(real_errors) < 5e-3

# ---- scan of the irreducible wedge, spacing 0.1
scan = []
for i in range(11):
    for j in range(i + 1):
        for l in range(j + 1):
            if i + j + l <= 15:
                e = levels((i / 10, j / 10, l / 10), 20)
                scan.append((i, j, l, e[3], e[4]))
scan = np.array(scan)
lowest = scan[np.argmin(scan[:, 4]), :3]
highest = scan[np.argmax(scan[:, 3]), :3]
assert lowest[1] == 0 and lowest[2] == 0 and lowest[0] in (8, 9)
assert (highest == 0).all()
k_vert = scan[np.argmin(scan[:, 4] - scan[:, 3]), :3] / 10
e_vert = levels(k_vert)

# ---- output
print(f"lattice constant a = {A_LAT * 1e10:.2f} angstrom")
print(f"form factors V3, V8, V11 = {V3}, {V8}, {V11} Ry")
print(f"T = {T:.5f} Ry = {T * RY:.4f} eV")
print("Gamma by hand, 15 plane waves:")
e3 = two_level(3 * T - V8, 4 * T, np.sqrt(2) * (V3 - V11))[0]
o1 = two_level(3 * T + 3 * V8, 4 * T + 4 * V8, np.sqrt(6) * (V3 + V11))[0]
s1 = two_level(0.0, 3 * T + 3 * V8, 2 * V3)[0]
print(f"  lower Gamma1   = {s1:.4f} Ry")
print(f"  lower Gamma25' = {e3:.4f} Ry")
print(f"  Gamma15        = {3 * T - V8:.4f} Ry")
print(f"  lower Gamma2'  = {o1:.4f} Ry")
print(f"  (T+V8)/2 = {half:.4f} Ry, coupling W = {np.sqrt(2) * abs(V3 - V11):.4f} Ry")
print(f"  gap Gamma25'-Gamma15 = {gap_hand:.4f} Ry = {gap_hand * RY:.3f} eV")
print("Gamma levels and gap against basis size (eV):")
print("  waves  Gamma25'  Gamma15  Gamma2'  gap 25'-15")
for size_, t_, a_, b_ in gamma_table:
    print(f"  {size_:5d}  {t_:8.3f} {a_:8.3f} {b_:8.3f}  {a_ - t_:8.3f}")
print(f"gap with {finer[0]} waves = {finer[2] - finer[1]:.4f} eV")
print("Gamma-X by hand, 5 plane waves:")
print("  iterates of x: " + ", ".join(f"{v:.4f}" for v in iterates))
print(f"  root x = {x_hand:.4f}")
print("Bands 1-8 in eV from the valence top, k in 2 pi/a:")
for name, k in (("L", (.5, .5, .5)), ("L/2", (.25, .25, .25)),
                ("Gamma", (0, 0, 0)), ("x=0.25", (.25, 0, 0)),
                ("x=0.50", (.5, 0, 0)), ("x=0.75", (.75, 0, 0)),
                ("X", (1, 0, 0)), ("K", (.75, .75, 0))):
    row = levels(k)[:8] - top
    print(f"  {name:7s}" + "".join(f"{v + 0.0:7.2f}" for v in np.round(row, 2)))
print(f"Full basis on Gamma-X ({len(GX)} waves):")
print(f"  conduction minimum x = {x_min:.4f} (fraction of Gamma-X)")
print(f"  wave number there = {x_min * 2 * np.pi / (A_LAT * 1e10):.4f} 1/angstrom")
print(f"  indirect gap = {gap_indirect:.3f} eV")
print(f"  X lies above the minimum by {rise_to_X:.3f} eV")
print(f"  slope of the pair at X = +-{slopes[1]:.3f} eV per unit x")
print(f"  slope from finite differences = {slope_fd:.3f} eV per unit x")
print(f"  weight of (x,0,0) = {w_first:.3f}, of (x-1,+-1,+-1) = {w_star:.3f}")
print(f"  shares of mean q_x: {q_first:.4f}, {q_star:.4f}, rest {q_rest:.4f} (2 pi/a)")
print(f"Vertical gap at Gamma = {gap_gamma:.3f} eV = {gap_gamma / RY:.4f} Ry")
print(f"Gamma25'-Gamma2' = {g2p - top:.3f} eV")
print(f"Wedge scan: {len(scan)} points, spacing 0.1 (2 pi/a)")
print("  lowest conduction point: " + str((lowest / 10).tolist()))
print("  highest valence point: " + str((highest / 10).tolist()))
print("  smallest vertical gap at " + str(k_vert.tolist())
      + f": {e_vert[4] - e_vert[3]:.3f} eV")
print(f"Largest deviation from real-space grid = {max(real_errors):.1e} eV")
print("all good")
```

Running it gives:

```
lattice constant a = 5.43 angstrom
form factors V3, V8, V11 = -0.21, 0.04, 0.08 Ry
T = 0.37494 Ry = 5.1013 eV
Gamma by hand, 15 plane waves:
  lower Gamma1   = -0.1285 Ry
  lower Gamma25' = 0.8327 Ry
  Gamma15        = 1.0848 Ry
  lower Gamma2'  = 1.0722 Ry
  (T+V8)/2 = 0.2075 Ry, coupling W = 0.4101 Ry
  gap Gamma25'-Gamma15 = 0.2521 Ry = 3.431 eV
Gamma levels and gap against basis size (eV):
  waves  Gamma25'  Gamma15  Gamma2'  gap 25'-15
     15    11.329   14.760   14.588     3.431
     27    10.707   14.171   14.588     3.464
     51    10.592   14.155   14.555     3.563
    113    10.482   13.905   14.366     3.423
    283    10.457   13.882   14.347     3.424
gap with 531 waves = 3.4244 eV
Gamma-X by hand, 5 plane waves:
  iterates of x: 1.0000, 0.7863, 0.8478, 0.8326, 0.8365
  root x = 0.8357
Bands 1-8 in eV from the valence top, k in 2 pi/a:
  L       -10.24  -7.37  -1.25  -1.25   1.88   3.98   3.98   7.98
  L/2     -11.79  -4.17  -0.77  -0.77   2.46   4.35   4.35   7.64
  Gamma   -12.61   0.00   0.00   0.00   3.42   3.42   3.42   3.89
  x=0.25  -12.33  -1.43  -0.81  -0.81   2.61   4.66   4.66   5.06
  x=0.50  -11.50  -3.78  -1.96  -1.96   1.50   3.49   7.03   7.03
  x=0.75  -10.15  -6.15  -2.74  -2.74   0.88   1.80   9.73   9.73
  X        -8.33  -8.33  -3.01  -3.01   0.95   0.95  12.12  12.12
  K        -8.78  -7.71  -4.49  -2.55   1.49   4.60   8.99   9.00
Full basis on Gamma-X (254 waves):
  conduction minimum x = 0.8537 (fraction of Gamma-X)
  wave number there = 0.9878 1/angstrom
  indirect gap = 0.820 eV
  X lies above the minimum by 0.128 eV
  slope of the pair at X = +-1.778 eV per unit x
  slope from finite differences = 1.778 eV per unit x
  weight of (x,0,0) = 0.136, of (x-1,+-1,+-1) = 0.797
  shares of mean q_x: 0.1159, -0.1166, rest 0.0007 (2 pi/a)
Vertical gap at Gamma = 3.424 eV = 0.2517 Ry
Gamma25'-Gamma2' = 3.890 eV
Wedge scan: 152 points, spacing 0.1 (2 pi/a)
  lowest conduction point: [0.9, 0.0, 0.0]
  highest valence point: [0.0, 0.0, 0.0]
  smallest vertical gap at [0.5, 0.5, 0.5]: 3.129 eV
Largest deviation from real-space grid = 1.9e-04 eV
all good
```
